# Bound States at a Modified Bond Between Two Identical Chains

## Problem

Two identical semi-infinite tight-binding chains occupy the sites $n\ge 1$ and $n\le 0$. Each site carries one orbital $|n\rangle$, the orbitals are orthonormal, and every site energy is $\varepsilon_0$. Neighbours within a chain are coupled by a real hopping $t>0$. The chains are joined by one bond between sites 0 and 1, with $\langle 1|H|0\rangle=t'$, which may be complex.

(a) Find every normalizable eigenstate, its energy, and the values of $t'$ for which it exists.

(b) Find how the states decay and how much of their weight sits on the two interface sites. Show from which states this weight was taken.

(c) Both interface site energies are now changed to $\varepsilon_0+u$. Find the new condition for bound states.

(d) Apply the results to holes at a planar diamond–diamond interface in a p-type power device. Use one valence band with hole mass $0.5\,m_0$ along the normal and a layer period $d=0.18$ nm, both rough typical values, and the chosen ratio $t'/t=1.25$. Estimate several effects that the model leaves out.

## Solution

### (a) Existence and energies

**Removing the phase.** Write $t'=|t'|e^{i\varphi}$ and replace $|n\rangle$ by $e^{i\varphi}|n\rangle$ for all $n\ge1$. Matrix elements inside the right chain do not change, because the two phases cancel, while the joining element becomes $e^{-i\varphi}t'=|t'|$. The spectrum therefore depends on $|t'|$ alone, and from here on $t'\ge 0$. A negative bulk hopping would be no obstacle either: changing the sign of every second orbital reverses the sign of all hoppings.

**Solutions inside a chain.** Away from the joining bond, the amplitudes $\psi_n$ obey
$$(E-\varepsilon_0)\psi_n=t(\psi_{n+1}+\psi_{n-1}).$$
The trial form $\psi_n\propto\lambda^n$ gives
$$E-\varepsilon_0=t\left(\lambda+\frac1\lambda\right),\qquad \lambda^2-\frac{E-\varepsilon_0}{t}\lambda+1=0 .$$
The product of the two roots is 1. Since $E$ is real, there are three cases.

- For $|E-\varepsilon_0|<2t$ the roots are $e^{\pm ik}$ with $0<k<\pi$. The solution $\alpha e^{ikn}+\beta e^{-ikn}$ has mean square $|\alpha|^2+|\beta|^2$ over many sites, since the cross term oscillates and averages to zero. It is normalizable only if it vanishes.
- For $E-\varepsilon_0=\pm2t$ the roots coincide at $\pm1$, and the solution is $(\alpha+\beta n)(\pm1)^n$. This too is normalizable only if it vanishes.
- For $|E-\varepsilon_0|>2t$ the roots are real, and one of them satisfies $|\lambda|<1$.

In the first two cases the amplitude would have to vanish on both chains, which leaves no state. A bound state thus lies outside the band and decays in both directions with the same $\lambda$:
$$\psi_n=A\lambda^{n-1}\ (n\ge1),\qquad \psi_n=B\lambda^{-n}\ (n\le0).$$

**Matching at the bond.** At site 1 the neighbours are $\psi_2=A\lambda$ and $\psi_0=B$, so
$$t\left(\lambda+\frac1\lambda\right)A=t\lambda A+t'B\quad\Rightarrow\quad \frac{t}{\lambda}A=t'B .$$
The mirror-image equation at site 0 gives $tB/\lambda=t'A$. If $A=0$, the second equation gives $B=0$, and the reverse holds as well, so both are nonzero in a bound state. Inserting $B=(t\,/\,t'\lambda)A$, which is allowed because $t'=0$ would force $A=B=0$, into the second equation yields
$$\frac{t^2}{\lambda^2}=t'^2,\qquad \lambda=\pm\frac{t}{t'},\qquad B=\pm A .$$
The requirement $|\lambda|<1$ is met if and only if $t'>t$. With the original complex hopping restored, the result is
$$\boxed{\,|t'|>t:\quad E_\pm=\varepsilon_0\pm\left(|t'|+\frac{t^2}{|t'|}\right);\qquad |t'|\le t:\ \text{no bound state.}}$$

The states come as a pair. The upper one is even, with amplitudes of one sign. The lower one is odd under exchange of the chains, and its amplitude alternates in sign from site to site. Each is separated from the nearer band edge by
$$E_b=t'+\frac{t^2}{t'}-2t=\frac{(t'-t)^2}{t'} ,$$
which grows quadratically just above threshold.

**Why a weak bond does not bind.** For any normalized state, the inequality $2|\psi_n\psi_{n+1}|\le|\psi_n|^2+|\psi_{n+1}|^2$ gives
$$|\langle\psi|H-\varepsilon_0|\psi\rangle|\le\sum_n t_{n,n+1}\left(|\psi_n|^2+|\psi_{n+1}|^2\right),$$
where $t_{n,n+1}$ is the hopping on each bond. Every site belongs to two bonds. If $t'\le t$, the right side is at most $2t$, so no energy can leave the band.

The band-edge states show the same thing physically. At the upper edge neighbouring amplitudes are equal, and a change $t'-t$ of one bond contributes $2(t'-t)|\psi|^2$ to the energy. At the lower edge they are opposite, and the contribution changes sign. A stronger bond pushes outward at both edges; a weaker one pushes inward at both.

### (b) Decay, weight and its origin

Let $r=t'/t$. For $r>1$ the normalization is
$$1=2|A|^2\sum_{m=0}^{\infty}\lambda^{2m}=\frac{2|A|^2}{1-1/r^2}.$$
The weight on the two interface sites is therefore $2|A|^2=1-1/r^2$. The probability is multiplied by $1/r^2$ from one layer to the next. Setting this equal to $e^{-d/\ell}$ gives the decay length
$$\ell=\frac{d}{2\ln r}.$$
It diverges at $r\to1$, where the state merges with the band.

To find where the weight came from, use the even combinations $|e_n\rangle=(|n\rangle+|1-n\rangle)/\sqrt2$ with $n\ge1$. They form a half-chain with hopping $t$ whose end site has energy $\varepsilon_0+t'$, because the joining bond maps $|e_1\rangle$ onto itself. The end equation is
$$(E-\varepsilon_0)c_1=t'c_1+tc_2 .$$
It has the bulk form if a fictitious amplitude $c_0=rc_1$ is added. Band states have $E-\varepsilon_0=2t\cos k$ and $c_n=C\sin(kn+\delta)$, so
$$\sin\delta=r\sin(k+\delta).$$
Write $\delta=(k+\delta)-k$ and expand the left side:
$$\cos(k+\delta)\sin k=(\cos k-r)\sin(k+\delta).$$
Squaring and using $\cos^2(k+\delta)=1-\sin^2(k+\delta)$ gives
$$\sin^2(k+\delta)=\frac{\sin^2k}{1-2r\cos k+r^2}.$$
In a long half-chain of $L$ sites, $C^2\to2/L$ and the allowed $k$ are spaced by $\pi/L$. The total weight of the band states on $|e_1\rangle$ is then
$$W=\frac2\pi\int_0^\pi\frac{\sin^2k\,dk}{1-2r\cos k+r^2}.$$

For $r<1$, the imaginary part of the geometric series $\sum_{n\ge1}r^{n-1}e^{ikn}=e^{ik}/(1-re^{ik})$ is
$$\frac{\sin k}{1-2r\cos k+r^2}=\sum_{n\ge1}r^{n-1}\sin nk .$$
Multiplication by $\sin k$ and integration keep the $n=1$ term, whose integral is $\pi/2$, so $W=1$. At $r=1$ the integrand is $(1+\cos k)/2$, and again $W=1$. For $r>1$ the denominator equals $r^2(1-2r^{-1}\cos k+r^{-2})$, which is $r^2$ times the previous form with $r$ replaced by $1/r$. Hence $W=1/r^2$.

The missing weight $1-1/r^2$ is that of the even bound state: its overlap with $|e_1\rangle$ is $\sqrt2A$, with square $2|A|^2$. The interface state is built from weight removed from the band. The odd sector follows from $r\to-r$ and $k\to\pi-k$, with the same totals.

### (c) Shifted interface sites

Equal shifts preserve the mirror symmetry. The even and odd half-chains have end energies $\varepsilon_0+w$, with
$$w=u+t'\ \text{(even)},\qquad w=u-t'\ \text{(odd)}.$$
For $c_n\propto\lambda^{n-1}$ the end equation reads
$$t\left(\lambda+\frac1\lambda\right)=w+t\lambda\quad\Rightarrow\quad\lambda=\frac tw .$$
A sector has a bound state when $|w|>t$, at
$$E=\varepsilon_0+w+\frac{t^2}{w}.$$
The larger of $|u+t'|$ and $|u-t'|$ is $|u|+t'$, so at least one bound state exists if and only if
$$|u|+|t'|>t .$$
The criterion $|t'|>t$ therefore depends on unchanged site energies. A weak bond can bind a state if the energies of its two sites are shifted far enough. For a strong bond, a shift with $t'-t\le|u|\le t'+t$ removes one member of the pair: the upper one if $u<0$, the lower one if $u>0$.

### (d) Holes at a diamond–diamond interface

**Setting up the band.** With $E=\varepsilon_0+2t\cos(qd)$, where $q$ is the wave number along the normal, the band top is at $q=0$, and near it $E\approx\varepsilon_0+2t-tq^2d^2$. Equating $td^2$ with $\hbar^2/2m$ gives
$$t=\frac{\hbar^2}{2md^2}=2.352\ \text{eV},\qquad t'=1.25\,t=2.940\ \text{eV}.$$
In-plane motion is taken as separable: it adds an energy to every site without altering $t$ or $t'$. The bound state is then a two-dimensional band attached to the interface, not a point defect.

**The trap.** The upper state lies above the valence-band top, inside the gap, and can hold a hole. Its depth is
$$E_b=\frac{(0.588\ \text{eV})^2}{2.940\ \text{eV}}=0.118\ \text{eV}.$$
The amplitude falls by a factor 0.80 per layer, the interface sites carry $1-0.64=36\%$ of the weight, and $\ell=0.18\ \text{nm}/(2\ln1.25)=0.40$ nm. The lower partner would lie 9.5 eV below the valence-band top. Diamond has other valence bands in that range, so the one-band model gives no reliable prediction there.

Diagonalizing a finite chain with 200 sites on each side, at fixed $t$ and $u=0$, gives:

| $t'/t$ | States outside | Top level minus band edge (eV) |
|---|---:|---:|
| 0.50 | 0 | −0.00057 |
| 0.90 | 0 | −0.00053 |
| 1.00 | 0 | −0.00014 |
| 1.10 | 2 | +0.02138 |
| 1.25 | 2 | +0.11759 |
| 1.50 | 2 | +0.39197 |

The small negative values come from finite length. For the uniform chain of 400 sites the highest level is $2t\cos(\pi/401)$, which lies $t\pi^2/401^2=0.00014$ eV below the edge, as in the table.

**Interface site energies.** At fixed $t'=1.25t$, a shift $u=-0.1$ eV reduces the depth to 0.084 eV, and $u=+0.1$ eV raises it to 0.156 eV. These are changes of about 30% of the unshifted depth. The gap state disappears at $u=t-t'=-0.588$ eV. Conversely, a weak bond $t'=0.9t$ with $u=+0.5$ eV has a gap state of depth 0.027 eV.

**Band structure.** At fixed $d$ and $t'/t$, the depth scales as $1/m$. Masses of 0.3 and 0.7 $m_0$ give 0.196 and 0.084 eV. A rough spin–orbit splitting of 0.01 eV is about 9% of the depth. In the bulk crystal two of the upper valence bands meet at the band top, and the third lies below them by only this splitting. The mixing of these bands is not contained in one chain.

**Temperature.** The Boltzmann factor $e^{-E_b/k_BT}$ is 0.011 at 300 K and 0.065 at 500 K. It compares one trap state with one state at the band edge. The actual occupation also depends on the Fermi level and on the number of available band states.

**Electric field.** A field $F$ along the normal turns the bound state into a resonance, since a hole can tunnel into the band on one side. For $\kappa d\ll1$, the decay constant in the barrier is $\kappa(x)=\sqrt{2m(E_b-eFx)}/\hbar$, and the tunnelling exponent is
$$S=2\int_0^{E_b/eF}\kappa\,dx=\frac{4\sqrt{2m}\,E_b^{3/2}}{3\hbar eF}.$$
A shallow state has $|\psi|^2\approx\kappa_0$ at the interface, with $\kappa_0=\sqrt{2mE_b}/\hbar$. Semiclassical continuation through the barrier gives an outgoing density $(\kappa_0^2/k)e^{-S}$ where the local wave number is $k$. Multiplying by the velocity $\hbar k/m$ gives the escape rate, and hence the width
$$\Gamma\approx\frac{\hbar^2\kappa_0^2}{m}e^{-S}=2E_be^{-S}.$$

This can be compared with the complex resonance energy of the chain, computed with outgoing waves and a uniform field extending about 40 nm to each side (ending the field at 30, 50, 60 or 80 nm instead changes the widths at 0.1 and 0.2 MV/cm by less than 2%, and the width at 1 MV/cm by up to about 9%):

| $F$ (MV/cm) | $S$ | $\Gamma$ (eV) | $\hbar/\Gamma$ |
|---|---:|---:|---:|
| 0.1 | 19.45 | $7.9\times10^{-10}$ | 0.83 µs |
| 0.2 | 9.73 | $1.24\times10^{-5}$ | 53 ps |
| 1.0 | 1.95 | 0.022 | 0.03 ps |

Here $S$ is evaluated with the lattice decay constant. The estimate $2E_be^{-S}$ gives $8.4\times10^{-10}$ eV at 0.1 MV/cm and $1.40\times10^{-5}$ eV at 0.2 MV/cm, which are about 6% and 13% above the tabulated widths. At 1 MV/cm it exceeds the tabulated width by about 50%, as may be expected when $S$ is no longer large. There the width is about a fifth of the zero-field depth, and the state no longer stores a hole for a useful time. The tabulated times count tunnelling only and are not storage times at room temperature. Detailed balance with band holes arriving from both sides gives a thermal emission rate $2P(k_BT/h)e^{-E_b/k_BT}$, where $P$ is the probability that an arriving hole is captured. At 300 K the emission time is about $8\ \text{ps}/P$, which is shorter than 0.83 µs unless $P$ is below about $10^{-5}$.

At a rough breakdown field of 10 MV/cm, the potential drops by 0.18 eV per layer, more than the entire trap depth. The zero-field bound state is then no basis for describing the interface.

**Trapped charge.** For a chosen trapped density $n_s=10^{12}\ \text{cm}^{-2}$ and a rough relative permittivity $\epsilon_r=5.7$, Gauss's law gives a field $en_s/(2\epsilon_r\epsilon_{\text{vac}})=0.16$ MV/cm on each side. Unless compensated by other charge, it drives holes away from the interface, and its size lies between the first two rows of the table, where the lifetime falls from 0.83 µs to 53 ps. The table is for a uniform field, whereas this one points outward on both sides; treated as a fixed symmetric field, it gives a tunnelling time of about 0.8 ns. A self-consistent potential is therefore needed at this density. The density is high for equilibrium at 300 K. With flat bands it requires a Fermi level about 0.16 eV above the band top, or about $2\times10^{16}\ \text{cm}^{-3}$ free holes in this one-band model. Boron acceptors lie roughly 0.37 eV above the band top, and $10^{17}\ \text{cm}^{-3}$ of uncompensated boron fills the trap only to about $2\times10^{10}\ \text{cm}^{-2}$. The chosen value thus corresponds to accumulation or injection rather than to a lightly doped layer in equilibrium. In-plane degeneracy matters less: with two spin states and an in-plane mass of $0.5\,m_0$, the zero-temperature Fermi energy is $\pi\hbar^2n_s/m=0.005$ eV, well below $k_BT=0.026$ eV at 300 K.

**Relation to a real device.** The mass, period and permittivity are rough values for diamond. The ratio 1.25 is a strong modification chosen for illustration, not a property calculated for a particular boundary. A real boundary alters site energies along with hoppings, and the 0.1 eV shifts above already move the depth by about 30%. Nor does the result say that broken bonds in diamond are harmless. Its atoms have several directed orbitals, and dangling bonds can place states in the gap that a one-orbital chain cannot represent. The statement that a weak bond gives no trap applies to one orbital per site, hopping between nearest neighbours only, the same uniform hopping in both chains, and unchanged site energies. For example, if hopping to second neighbours is sufficiently strong and stays unchanged across the interface, weakening only the bond between sites 0 and 1 can bind a state.

## Computed results

```
Hole mass (rough input): 0.5 m0
Layer period (rough input): 0.18 nm
Bond ratio t'/t (chosen): 1.25
Bulk hopping t: 2.3518 eV
Interface hopping t': 2.9398 eV
Band width 4t: 9.407 eV
Upper state above band centre: 4.8213 eV
Trap depth, formula: 0.11759 eV
Trap depth, diagonalization: 0.11759 eV
Lower partner below band top: 9.525 eV
Amplitude ratio per layer: 0.8000
Weight on two interface sites: 0.3600
Band weight left on even pair: 0.6400
Probability decay length: 0.4033 nm
Sites per side in diagonalization: 200
t'/t = 0.50: states outside 0, top level minus band edge -0.00057 eV
t'/t = 0.90: states outside 0, top level minus band edge -0.00053 eV
t'/t = 1.00: states outside 0, top level minus band edge -0.00014 eV
t'/t = 1.10: states outside 2, top level minus band edge +0.02138 eV
t'/t = 1.25: states outside 2, top level minus band edge +0.11759 eV
t'/t = 1.50: states outside 2, top level minus band edge +0.39197 eV
Trap depth with site shift -0.1 eV: 0.0838 eV
Trap depth with site shift +0.1 eV: 0.1557 eV
Site shift that removes the gap state: -0.5880 eV
Weak bond 0.9 t with shift +0.5 eV, depth: 0.0268 eV
Trap depth for mass 0.3 m0, same ratio: 0.1960 eV
Trap depth for mass 0.7 m0, same ratio: 0.0840 eV
Spin-orbit splitting (rough input): 0.01 eV
Spin-orbit splitting / trap depth: 0.085
At 300 K: kT = 0.0259 eV, exp(-depth/kT) = 0.0106
At 500 K: kT = 0.0431 eV, exp(-depth/kT) = 0.0653
Field 0.1 MV/cm: exponent 19.45, width 7.936e-10 eV, lifetime 8.294e+05 ps
Field 0.2 MV/cm: exponent 9.73, width 1.238e-05 eV, lifetime 5.317e+01 ps
Field 1.0 MV/cm: exponent 1.95, width 2.226e-02 eV, lifetime 2.957e-02 ps
Breakdown field (rough input): 10.0 MV/cm
Drop per layer at breakdown: 0.180 eV
Trapped sheet density (chosen): 1.0e+12 cm^-2
Relative permittivity (rough input): 5.7
Field of trapped sheet: 0.159 MV/cm
In-plane Fermi energy at zero temperature: 0.00479 eV
```
